# The Gouy-Chapman double layer and a Stern layer in series, part 1

(Sections cited here and not found follow in the second part.)

## The diffuse layer

**Q.** A flat metal electrode stands in a salt solution and carries a charge. What exactly do you propose to calculate?

**A.** Three things: how the electric potential falls off into the solution, how much charge the electrode holds at a given potential, and how that charge changes when the potential is changed a little. The last is the differential capacitance per unit area.

The solution fills $x>0$ and everything depends on $x$ alone. The salt has cations of charge $+ze$ and anions of charge $-ze$, with $z$ a positive integer and $e$ the elementary charge. Far from the electrode each kind has number density $n_0$. The solvent is a uniform medium of permittivity $\varepsilon$ (the full permittivity, including the vacuum factor) at temperature $T$. The potential is $\phi(x)$, with $\phi\to0$ in the bulk, and its value at the wall is $\phi_0$. The electrode carries charge $\sigma$ per unit area. Equations are in SI form.

For the moment the ions are points that may come right up to the wall. No current flows, no ion binds chemically to the surface, and there is no layer of oriented dipoles, so an uncharged electrode has $\phi_0=0$.

**Q.** You need the ion densities before you can find the potential, and the potential before you can find the densities. Where do you start?

**A.** With equilibrium. The electrochemical potential of each ion must not depend on position, or ions would flow. For dilute point ions in the mean potential $\phi$ it is

$$\mu_\pm = kT\ln\frac{n_\pm(x)}{n_0} \pm ze\,\phi(x) + \text{constant}.$$

In the bulk the logarithm and $\phi$ both vanish. Equating the value at $x$ to the bulk value gives

$$n_\pm(x)=n_0\,e^{\mp u(x)},\qquad u=\frac{ze\phi}{kT}.$$

Where $\phi$ is positive, cations are depleted and anions are enriched, as they should be.

**Q.** An ion feels the other ions one by one, not an average potential. Is this step exact?

**A.** No. It is the mean-field approximation. The work of bringing an ion to $x$ has been replaced by its charge times the average potential there. The way an ion rearranges its neighbours is left out, and so are the volume it occupies and the image charge it induces in the wall. Everything that follows is a consequence of this model, and its limits have to be examined separately.

Within the model, the charge density is

$$\rho = ze(n_+-n_-)=zen_0\left(e^{-u}-e^{u}\right)=-2zen_0\sinh u .$$

Poisson's equation is $\varepsilon\phi''=-\rho$, where a prime means $d/dx$. Hence $\varepsilon\phi''=2zen_0\sinh u$. Multiplying by $ze/(\varepsilon kT)$ turns $\phi''$ into $u''$:

$$u''=\kappa^2\sinh u,\qquad \kappa^2=\frac{2z^2e^2n_0}{\varepsilon kT}.$$

This is the planar Poisson-Boltzmann equation. The length $1/\kappa$ is the Debye length.

**Q.** For small $u$ I can replace $\sinh u$ by $u$ and get $u=u_0e^{-\kappa x}$ at once. Why not stop there?

**A.** Because the replacement needs $|u|\ll1$. The first neglected term in $\sinh u=u+u^3/6+\dots$ is $u^2/6$ relative to the one kept. For $z=1$ at 300 K, $u=1$ corresponds to $kT/e=0.0259$ V. An electrode held a few tenths of a volt from its uncharged state can leave the solution next to it well outside the linear range. The full equation can be solved in closed form, so there is no need to linearize.

**Q.** It is a nonlinear second-order equation. What makes it solvable?

**A.** The position $x$ does not appear explicitly, so one integration is immediate. Multiply both sides by $u'$:

$$u'u''=\kappa^2 u'\sinh u
\quad\Longrightarrow\quad
\frac{d}{dx}\left(\frac{u'^2}{2}\right)=\frac{d}{dx}\left(\kappa^2\cosh u\right).$$

Therefore $u'^2/2=\kappa^2\cosh u+A$ with a constant $A$. In the bulk $u=0$ and $u'=0$, which gives $A=-\kappa^2$. With the identity $\cosh u-1=2\sinh^2(u/2)$,

$$u'^2=2\kappa^2(\cosh u-1)=4\kappa^2\sinh^2\frac u2 .$$

**Q.** You assumed that $u$ tends to zero. Now you also use $u'\to0$. Is that a second assumption?

**A.** It follows from the first. Since $u\to0$, the relation $u'^2=2\kappa^2\cosh u+2A$ shows that $u'^2$ tends to some limit. Suppose the limit were positive. Then far out $u'$ would stay away from zero and, being continuous, would keep one sign. So $u$ would grow or fall without bound, contrary to $u\to0$. The limit must be zero. Physically, there is no field in the bulk.

**Q.** Does this first integral mean anything, or is it just a device?

**A.** It is a balance of forces. The total ion density is $n_++n_-=2n_0\cosh u$. The field is $E=-\phi'=-(kT/ze)u'$, so

$$\frac{\varepsilon E^2}{2}
=\frac{\varepsilon (kT)^2}{2z^2e^2}\,2\kappa^2(\cosh u-1)
=2n_0kT(\cosh u-1),$$

where the definition of $\kappa^2$ was inserted in the last step. Rearranged, this reads

$$kT(n_++n_-)-\frac{\varepsilon E^2}{2}=2n_0kT .$$

The first term is the osmotic pressure of the ions. The second is the pull of the field. Its derivative is $\varepsilon EE'=\rho E$, the electric force per unit volume. The ions crowd towards the wall until their pressure gradient balances that force. At the wall, where the field is largest, the crowding is greatest too.

**Q.** To go further you must take a square root. How do you know which sign to take, and that it does not switch somewhere?

**A.** First, a solution that is not zero everywhere cannot reach $u=0$ at a finite $x$. If it did, the first integral would give $u'=0$ at the same point. The function $u\equiv0$ has those same values of $u$ and $u'$ there. Since $\sinh u$ is a smooth function, the differential equation has one solution with given $u$ and $u'$ at a point, so $u$ would vanish everywhere.

So $u$ keeps the sign of $u_0$. Then $\sinh(u/2)$ never vanishes, nor does $u'$, and $u'$ keeps its sign as well. For $u_0>0$ the potential has to fall to zero, so $u'<0$. For $u_0<0$ it has to rise, so $u'>0$. One formula covers both cases:

$$u'=-2\kappa\sinh\frac u2 .$$

**Q.** And the second integration?

**A.** It needs a function whose derivative is $1/[2\sinh(u/2)]$. Try the logarithm of $\tanh(u/4)$:

$$\frac{d}{du}\ln\left|\tanh\frac u4\right|
=\frac{1}{4\cosh^2(u/4)}\,\frac{\cosh(u/4)}{\sinh(u/4)}
=\frac{1}{4\sinh(u/4)\cosh(u/4)}
=\frac{1}{2\sinh(u/2)} .$$

The last step uses $\sinh(u/2)=2\sinh(u/4)\cosh(u/4)$. By the chain rule,

$$\frac{d}{dx}\ln\left|\tanh\frac u4\right|=\frac{u'}{2\sinh(u/2)}=-\kappa .$$

Integrating from the wall to $x$, and remembering that $u$ does not change sign, gives the Gouy-Chapman profile:

$$\tanh\frac{u(x)}4=\gamma\,e^{-\kappa x},\qquad \gamma=\tanh\frac{u_0}4 .$$

Solved for the potential, this is $\phi(x)=(4kT/ze)\,\mathrm{artanh}(\gamma e^{-\kappa x})$.

**Q.** Does the simple exponential survive anywhere?

**A.** In two places. If $u_0$ is small, each hyperbolic tangent equals its argument to leading order and $u=u_0e^{-\kappa x}$ returns for all $x$. If $u_0$ is not small, the exponential still appears far from the wall. There $y=\gamma e^{-\kappa x}$ is small, and $\mathrm{artanh}\,y=y+y^3/3+\dots$ gives

$$u(x)\simeq4\gamma\,e^{-\kappa x},$$

with a relative correction of leading size $y^2/3$. The decay length is the Debye length, but the amplitude is $4\tanh(u_0/4)$ instead of $u_0$. Since $|\gamma|<1$, this amplitude stays below 4 in magnitude however strongly the wall is charged. In volts the ceiling is $4kT/(ze)$, which is 0.103 V for $z=1$ at 300 K. From a distance, two strongly charged walls of the same sign look nearly alike, because the difference between them is screened close to the surface.

**Q.** How does the charge on the metal follow from the profile?

**A.** From Gauss's law. There is no field inside the metal, so the displacement just outside equals the surface charge:

$$\sigma=\varepsilon E(0^+)=-\varepsilon\phi'(0)=-\varepsilon\frac{kT}{ze}u'(0).$$

The minus sign cancels the one in $u'=-2\kappa\sinh(u/2)$, leaving Grahame's relation:

$$\sigma=\sigma_*\sinh\frac{u_0}{2},\qquad \sigma_*=\frac{2\varepsilon\kappa kT}{ze}.$$

Squaring the charge scale and inserting $\kappa^2$ gives another form:

$$\sigma_*^2=\frac{4\varepsilon^2(kT)^2}{z^2e^2}\,\frac{2z^2e^2n_0}{\varepsilon kT}=8\varepsilon kTn_0 .$$

So $\sigma_*=\sqrt{8\varepsilon kTn_0}$, and the valence has dropped out of it. The valence remains in $u_0$. Positive potential goes with positive charge, as it must.

**Q.** That rests on a slope at a single point. I would trust it more if you counted the ions.

**A.** Let $\Gamma_\pm$ be the excess of each ion per unit area over the bulk density. Change the integration variable from $x$ to $u$ with $dx=-du/[2\kappa\sinh(u/2)]$, and write $e^{-u}-1=-2e^{-u/2}\sinh(u/2)$. The two minus signs cancel:

$$\Gamma_+=n_0\int_0^\infty(e^{-u}-1)\,dx
=\frac{n_0}{\kappa}\int_{u_0}^{0}e^{-u/2}\,du
=\frac{2n_0}{\kappa}\left(e^{-u_0/2}-1\right).$$

For the anions, reverse the sign of $u$ throughout, which gives $\Gamma_-=(2n_0/\kappa)(e^{u_0/2}-1)$. The electrode charge must be opposite to the ionic charge:

$$\sigma=-ze(\Gamma_+-\Gamma_-)=\frac{4zen_0}{\kappa}\sinh\frac{u_0}2 .$$

Now $n_0=\varepsilon kT\kappa^2/(2z^2e^2)$, so the prefactor is $2\varepsilon\kappa kT/(ze)=\sigma_*$. The count agrees with Gauss's law.

It also tells us how the screening is shared. For $u_0>0$ the anions are the counterions, and the part of the screening due to their excess is

$$\frac{\Gamma_-}{\Gamma_--\Gamma_+}=\frac{e^{u_0/2}-1}{e^{u_0/2}-e^{-u_0/2}}=\frac{1}{1+e^{-u_0/2}} .$$

The last form follows on writing the denominator as $e^{-u_0/2}(e^{u_0/2}-1)(e^{u_0/2}+1)$. At small potential, half of the screening comes from attracting counterions and half from expelling ions of the other sign. At large potential the first part takes over, since the deficit of expelled ions, $-\Gamma_+$, cannot exceed $2n_0/\kappa$, while the counterion excess grows as $e^{u_0/2}$.

**Q.** Then the capacitance is just $\sigma/\phi_0$?

**A.** That ratio is the integral capacitance. The response to a small change is the differential capacitance, and the two differ as soon as $\sigma$ is not proportional to $\phi_0$. Since $du_0/d\phi_0=ze/kT$,

$$C_D=\frac{d\sigma}{d\phi_0}=\sigma_*\,\frac{ze}{2kT}\cosh\frac{u_0}2=\varepsilon\kappa\cosh\frac{u_0}2 .$$

The ratio is instead $\sigma/\phi_0=\varepsilon\kappa\,\sinh(u_0/2)/(u_0/2)$. Both tend to $\varepsilon\kappa$ at zero charge, the capacitance of two plates a Debye length apart.

**Q.** Why should it rise on both sides of zero?

**A.** Because added charge is screened closer to the wall. Integrating by parts,

$$\int_0^\infty x\phi''\,dx=\left[x\phi'-\phi\right]_0^\infty=\phi_0 ,$$

since $x\phi'$ vanishes at both ends. With $\phi''=-\rho/\varepsilon$ this gives $\varepsilon\phi_0=-\int x\rho\,dx$, while neutrality gives $\sigma=-\int\rho\,dx$. For a small change of $\phi_0$, divide the change in the first by the change in the second:

$$\frac{\varepsilon}{C_D}=\frac{\int x\,\delta\rho\,dx}{\int\delta\rho\,dx}=\frac{1}{\kappa\cosh(u_0/2)} .$$

The change $\delta\rho$ has one sign everywhere, because raising $u_0$ raises $u$ at every $x$. The ratio is therefore a true mean distance of the added countercharge. It is the Debye length at zero charge and shrinks as the electrode is charged either way.

## The Stern layer in series

**Q.** Before you add anything, which symbols and results do we carry over?

**A.** The salt has ions of charge $\pm ze$ and bulk density $n_0$ in a medium of permittivity $\varepsilon$. The reduced potential is $u=ze\phi/kT$, and $1/\kappa$ is the Debye length, with $\kappa^2=2z^2e^2n_0/(\varepsilon kT)$. If the ions begin at a plane where $u=u_0$, then

$$\tanh\frac u4=\tanh\frac{u_0}4\,e^{-\kappa x},\qquad
\sigma=\sigma_*\sinh\frac{u_0}2,\qquad
C_D=\varepsilon\kappa\cosh\frac{u_0}2,$$

with $\sigma_*=2\varepsilon\kappa kT/(ze)=\sqrt{8\varepsilon kTn_0}$. The pressure balance is $kT(n_++n_-)-\varepsilon E^2/2=2n_0kT$.

**Q.** These formulas look complete. What is wrong with using them for a real electrode potential?

**A.** Put in numbers. Take round model parameters: $z=1$, 0.1 mol/L of salt, 300 K, and relative permittivity 80. The Debye length is then 0.974 nm and $\varepsilon\kappa=72.7$ µF/cm². With $kT/e=0.02585$ V the charge scale is

$$\sigma_*=2\times72.7\times0.02585=3.76\ \text{µC/cm}^2 .$$

Hold the electrode at 0.3 V. Then $u_0=0.3/0.02585=11.6$, and the counterion concentration at the wall would be $0.1\,e^{11.6}\approx1.1\times10^4$ mol/L. Spheres of diameter 0.6 nm in a simple cubic packing reach 7.7 mol/L. The prediction exceeds this by a factor of more than a thousand. The capacitance, about $1.2\times10^4$ µF/cm², is inflated by the same fault: point ions can pile up against the metal without limit.

**Q.** So ions have a size. How much of that do you intend to include?

**A.** One consequence of it: an ion's centre cannot come closer to the metal than some distance $d$. From here on let $x=0$ be this plane of closest approach and put the metal surface at $x=-d$. The strip between them, the Stern layer, contains no ionic charge. It has its own constant permittivity $\varepsilon_S$. The plane is taken to be the same for cations and anions. Beyond it the ions are still points, so their crowding against each other remains untreated.

The potential at the metal is $\phi_M$, measured from its value at zero charge. The potential at the plane is $\phi_d$, with $u_d=ze\phi_d/kT$.

**Q.** Does the diffuse layer know that the metal has moved away from it?

**A.** Only through the charge. In the strip there is no free charge, so the displacement is constant, and at the metal it equals $\sigma$. The field in the strip is therefore $\sigma/\varepsilon_S$, and the potential falls across it by

$$V_S=\frac{\sigma d}{\varepsilon_S}=\frac{\sigma}{C_S},\qquad C_S=\frac{\varepsilon_S}{d}.$$

The plane $x=0$ carries no sheet of charge, so the displacement passes through it unchanged and $\varepsilon E(0^+)=\sigma$. The field itself jumps if the permittivities differ. The condition at $x=0^+$ is the one that held at the metal before. The earlier results apply as they stand, with $u_0$ replaced by $u_d$. Inverting Grahame's relation and adding the two potential drops,

$$\phi_M=\frac{2kT}{ze}\,\mathrm{arsinh}\frac{\sigma}{\sigma_*}+\frac{\sigma}{C_S}.$$

Both terms increase with $\sigma$, so each electrode potential belongs to one charge.

We now have the potential, charge and capacitance of the diffuse layer, and a relation that gives the electrode potential for any charge once the Stern layer is included. It remains to find the total differential capacitance, work through the 0.3 V example with the Stern layer, and examine where the model fails.
